# Radiative lifetime of a weak 270 nm transition from Einstein's coefficients

A molecule has a lower state 1 and an upper state 2, both nondegenerate, separated by energy $\hbar\omega$. The transition dipole between them has magnitude $\mu$, taken as real. SI units are used; $m$ is the electron mass and $e$ the elementary charge. The spectral energy density $u(\omega)$ is energy per volume per unit angular frequency.

## Part (a): absorption

**Question.** The molecule, initially in state 1, is placed in weak, isotropic, broadband light. Find the coefficient $B$ defined by absorption rate $=Bu(\omega)$. What is the corresponding coefficient for stimulated emission?

**Answer.** Take first one wave of angular frequency $\omega'$, with electric field $E_0\cos(\omega't+\phi)$ at an angle $\theta$ to the transition dipole. The molecule is much smaller than the wavelength, so the field is treated as uniform across it. The interaction is $-\mu_zE_0\cos(\omega't+\phi)$, with $\mu_z=\mu\cos\theta$.

In weak light the amplitude of state 1 stays close to 1, and that of state 2 obeys

$$i\hbar\dot c_2=-\mu_zE_0\cos(\omega't+\phi)\,e^{i\omega t}.$$

Write the cosine as two exponentials. Near resonance, the part with $e^{-i\omega't}$ gives a slowly varying product and builds up; the other part oscillates near $2\omega$ and is dropped. With $\Delta=\omega-\omega'$,

$$c_2(t)=\frac{i\mu_zE_0}{2\hbar}e^{-i\phi}\int_0^t e^{i\Delta t'}dt',
\qquad
|c_2|^2=\frac{\mu_z^2E_0^2}{4\hbar^2}\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.$$

The mean electric energy density of the wave is $\epsilon_0E_0^2/4$, and the magnetic part is equal to it. The total is $\epsilon_0E_0^2/2$, so light in the interval $d\omega'$ has $E_0^2=2u(\omega')\,d\omega'/\epsilon_0$. Waves of different frequency have random relative phases, so their probabilities add:

$$P(t)=\frac{\mu_z^2}{2\epsilon_0\hbar^2}\int u(\omega')\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}\,d\omega'.$$

If $u$ hardly changes over the width of the peak, of order $1/t$, it can be taken outside at $\omega'=\omega$. The substitution $x=\Delta t/2$ turns the remaining integral into $2t\int_{-\infty}^{\infty}(\sin^2x/x^2)\,dx=2\pi t$. Hence

$$\frac{P}{t}=\frac{\pi\mu_z^2}{\epsilon_0\hbar^2}\,u(\omega).$$

For isotropic light the average of $\cos^2\theta$ is $1/3$, because the three squared direction cosines add to 1 and have equal averages. Therefore

$$B=\frac{\pi\mu^2}{3\epsilon_0\hbar^2}.$$

Starting in state 2 leaves the size of the matrix element unchanged, so stimulated emission has the same $B$. The result requires a time long enough for the peak to be narrow, yet short enough that $P\ll1$.

## Part (b): spontaneous emission

**Question.** Use thermal equilibrium to find the spontaneous emission rate $A$ in terms of $\mu$ and $\omega$.

**Answer.** The thermal spectrum is needed first. In a large box, the number of modes per volume, with two polarizations, is

$$\frac{2\,(4\pi k^2\,dk)}{(2\pi)^3}=\frac{k^2\,dk}{\pi^2}=\frac{\omega^2\,d\omega}{\pi^2c^3},$$

since $k=\omega/c$. Let $x=\hbar\omega/k_BT$. The Boltzmann weights of $0,1,2,\ldots$ photons are $1,e^{-x},e^{-2x},\ldots$, which give a mean photon number $1/(e^x-1)$. Multiplying by $\hbar\omega$ and the mode density gives Planck's law:

$$u(\omega)=\frac{\hbar\omega^3}{\pi^2c^3}\frac{1}{e^x-1}.$$

In equilibrium the upward and downward rates balance:

$$N_1Bu=N_2(A+Bu).$$

For nondegenerate states $N_1/N_2=e^x$. Thus $A=Bu(e^x-1)$, and Planck's law removes the temperature:

$$\frac AB=\frac{\hbar\omega^3}{\pi^2c^3}.$$

Substituting $B$ from part (a),

$$A=\frac{\hbar\omega^3}{\pi^2c^3}\,\frac{\pi\mu^2}{3\epsilon_0\hbar^2}
=\frac{\omega^3\mu^2}{3\pi\epsilon_0\hbar c^3}.$$

Equilibrium served to find the coefficient, but $A$ belongs to the molecule and the vacuum field, and it applies without thermal light.

## Part (c): the lifetime

**Question.** The absorption oscillator strength, averaged over orientation, is

$$f=\frac{2m\omega\mu^2}{3\hbar e^2}.$$

Express the radiative lifetime $\tau=1/A$ in terms of $f$ and the vacuum wavelength $\lambda$. Show that it is about 110 ns for $\lambda=270$ nm and $f=0.01$.

**Answer.** Solving the definition for the squared dipole gives $\mu^2=3\hbar e^2f/(2m\omega)$. Then

$$A=\frac{\omega^3}{3\pi\epsilon_0\hbar c^3}\,\frac{3\hbar e^2f}{2m\omega}
=\frac{e^2\omega^2f}{2\pi\epsilon_0mc^3}.$$

The factors of 3 and $\hbar$ cancel, as does one power of $\omega$. Inserting $\omega^2=4\pi^2c^2/\lambda^2$,

$$A=\frac{2\pi e^2f}{\epsilon_0mc\lambda^2},
\qquad
\boxed{\tau=\frac{\epsilon_0mc\lambda^2}{2\pi e^2f}}.$$

The unit of $\epsilon_0$ is C²/(J m), so the right side has the unit kg m²/(J s), which is the second. Numerically,

$$\tau=\frac{(8.854\times10^{-12})(9.109\times10^{-31})(2.998\times10^8)(270\times10^{-9})^2}
{2\pi(1.602\times10^{-19})^2(0.01)}\ \text{s}
=109.3\ \text{ns}.$$

This is about 110 ns, as required. The corresponding rate is $A=9.15\times10^6$ s⁻¹. The transition dipole divided by $e$ is 0.0158 nm, small compared with a molecular ring, which is why the emission is slow.

At fixed wavelength $\tau$ varies as $1/f$. At fixed $f$ it varies as $\lambda^2$. At fixed dipole it varies as $\lambda^3$, because $f$ itself then changes with frequency.

## Part (d): a classical limit and degeneracy

**Question.** An electron oscillates harmonically along one axis at angular frequency $\omega$. Find $f$ for its transition from the ground state to the first excited state, and compare the resulting $A$ with the classical rate of energy loss. An electron with acceleration $a$ radiates power $e^2a^2/(6\pi\epsilon_0c^3)$. What changes if the oscillator is free to move along all three axes?

**Answer.** The position operator is $\sqrt{\hbar/(2m\omega)}\,(b+b^\dagger)$, where $b$ and $b^\dagger$ lower and raise the oscillator by one quantum. Its matrix element between the two lowest states gives $\mu^2=e^2\hbar/(2m\omega)$. Hence

$$f=\frac{2m\omega}{3\hbar e^2}\,\frac{e^2\hbar}{2m\omega}=\frac13,
\qquad
A=\frac{e^2\omega^2}{6\pi\epsilon_0mc^3}.$$

Classically, an oscillation of amplitude $x_0$ stores energy $W=m\omega^2x_0^2/2$. Its mean squared acceleration is $\omega^4x_0^2/2$, so the mean radiated power is $e^2\omega^4x_0^2/(12\pi\epsilon_0c^3)$. Dividing this power by $W$,

$$\frac{e^2\omega^4x_0^2}{12\pi\epsilon_0c^3}\,\frac{2}{m\omega^2x_0^2}
=\frac{e^2\omega^2}{6\pi\epsilon_0mc^3}=A.$$

The two rates agree. At 270 nm this lifetime is 3.279 ns. The transition in part (c) is slower by the ratio of oscillator strengths, $(1/3)/0.01$.

An isotropic oscillator has three degenerate first excited states, one for each axis. Their total absorption strength is $f=1$, but each upper state still decays at the rate for $f=1/3$. Inserting the total into the formula of part (c) would make the rate three times too large.

For general degeneracies $g_1$ and $g_2$, let $S$ be the sum of $|\mu|^2$ over all pairs of states. Absorption strength is averaged over lower states, so $f$ contains $S/g_1$. Spontaneous emission is averaged over upper states, so $A$ contains $S/g_2$. The formula for $A$ in part (c) must therefore be multiplied by $g_1/g_2$, which is 1 for the transition asked about.

## Part (e): a chromophore in a resist film

**Question.** Let the transition model the weak near-ultraviolet band of a phenol ring in a poly(hydroxystyrene) resist. Take rough values of 300 nm for the mean vacuum wavelength of emission, 1.7 for the film's refractive index $n$, and 2 ns for the observed excited-state lifetime. Keep the dipole of part (c) fixed. Estimate the radiative lifetime in the film and the fluorescence yield, treating the molecule as sitting in a small empty sphere.

**Answer.** First, the red shift. At fixed dipole $A\propto\omega^3$, so replacing the emission band by its mean wavelength gives

$$109.3\ \text{ns}\times(300/270)^3=150\ \text{ns}.$$

Second, the medium. In a transparent film with negligible dispersion, $k=n\omega/c$. The mode density $k^2\,dk/\pi^2$, and with it $A/B$, gains a factor $n^3$. The energy density for a given field becomes $\epsilon_0n^2E_0^2/2$, so $B$ falls by $n^2$. Before any local-field correction, $A$ therefore gains a factor $n$, and the lifetime becomes 88 ns.

Third, the local field. For a sphere of radius $R$ much smaller than the wavelength, electrostatics applies. Let the applied field be $E_0$ and the inside field $E_i$. The potentials are $-E_ir\cos\theta$ inside and $(-E_0r+q/r^2)\cos\theta$ outside. Continuity of the potential and of the normal displacement at $r=R$ requires

$$E_i=E_0-\frac q{R^3},\qquad
E_i=n^2\left(E_0+\frac{2q}{R^3}\right).$$

The first gives $q/R^3=E_0-E_i$. The second then becomes $E_i=n^2(3E_0-2E_i)$, so

$$L=\frac{E_i}{E_0}=\frac{3n^2}{2n^2+1}=1.279.$$

Since $B$ is proportional to the squared field at the molecule, it gains $L^2$, and so does $A$. The total medium factor is $nL^2=2.78$, and the radiative lifetime is $150/2.78=54$ ns.

An excited molecule survives to time $t$ with probability $e^{-t/\tau_{\rm obs}}$ and emits at rate $A_{\rm film}$. The yield is

$$\int_0^\infty A_{\rm film}e^{-t/\tau_{\rm obs}}dt=A_{\rm film}\tau_{\rm obs}
=\frac{2}{54}\approx4\%.$$

This counts photons per molecule that reaches the emitting state.

The vacuum result is thus far from the lifetime assumed for the film. The main reason is not the red shift and the optical environment, which together change 109 ns to 54 ns in this model, but decay without emission, which takes about 96% of the excited molecules for these inputs. In a real resist such decay can include internal conversion, conversion to a triplet state, and transfer of energy or charge to neighbouring molecules. The cavity is also a simplification: a ring bonded into a polymer does not occupy an empty sphere, and its dipole can change as the excited molecule relaxes. The 54 ns is an estimate, not a measured property of the film. Replacing $L$ by the Lorentz factor $(n^2+2)/3$, another common choice, gives 33 ns and a yield of 6%. The yield is also proportional to the assumed $f$, and $f=0.01$ is probably low for phenol: simple small-basis excited-state calculations give a dipole length of 0.025 to 0.031 nm, or $f\approx0.03$ at 270 nm. That value would give 18 ns and a yield of 11% in the empty-sphere model, with decay without emission still taking about 89%.

Three other effects can be estimated for the 270 nm vacuum transition of part (c): thermal photons, the natural width and the variation of the field across the molecule. At 300 K, $\hbar\omega/k_BT=178$, so thermal photons are negligible. The ratio $A/\omega=1.3\times10^{-9}$ confirms that radiative decay is slow compared with the oscillation.

The uniform-field assumption needs more care, because the dipole is weak. For a rough ring radius of 0.3 nm, the vacuum wave number times the radius is 0.0070. Field variation could then contribute an effective length of about $0.0070\times0.3=0.002$ nm, against the dipole length of 0.0158 nm. The square of their ratio, about 2%, is a generous upper scale for the rate correction. The numerical factors of quadrupole emission, left out here, bring it below 1% for a quadrupole moment of about one elementary charge times the squared ring radius. For a much weaker transition, the dipole formula could miss a substantial part of the emission.

## Computed values

```
Vacuum wavelength: 270 nm
Oscillator strength: 0.01 (no unit)
Electron mass: 9.109384e-31 kg
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Speed of light: 2.997925e+08 m/s
Reduced Planck constant: 1.054572e-34 J s
Angular frequency: 6.9765e+15 rad/s
Photon energy: 4.592 eV
Transition dipole: 2.528e-30 C m
Transition dipole divided by e: 0.0158 nm
Einstein B, formula: 6.7950e+19 m^3 rad/(J s^2)
Einstein B, time evolution: 6.7950e+19 m^3 rad/(J s^2)
Einstein A, formula: 9.1499e+06 1/s
Einstein A, radiated flux: 9.1499e+06 1/s
Vacuum radiative lifetime: 109.3 ns
Population ratio at 6000 K, from A and B: 1.3896e-04
Boltzmann ratio at 6000 K: 1.3896e-04
Population ratio at 20000 K, from A and B: 6.9641e-02
Boltzmann ratio at 20000 K: 6.9641e-02
One-axis oscillator f from grid: 0.33333 (no unit)
One-axis lifetime, formula: 3.279 ns
One-axis lifetime, classical: 3.279 ns
Rough mean emission wavelength: 300 nm
Lifetime with red shift only: 150 ns
Rough film refractive index: 1.7 (no unit)
Lifetime with red shift and index: 88 ns
Cavity dipole factor L: 1.279 (no unit)
Medium rate factor n L^2: 2.78 (no unit)
Lifetime with red shift, index, cavity: 54 ns
Rough observed lifetime: 2 ns
Estimated fluorescence yield: 3.7 percent
Photon energy over k_B T at 300 K: 178 (no unit)
Thermal photons per mode at 300 K: 7.2e-78 (no unit)
Natural width ratio A/omega: 1.3e-09 (no unit)
Rough ring radius: 0.3 nm
Wave number times ring radius: 0.0070 (no unit)
```
